# Comment on reading a diffusion barrier from island densities

**The argument under comment.** An author deposits a fraction of a monolayer at several temperatures, keeping the flux and final coverage fixed, and counts the islands. A plot of $\ln N$ against $1/kT$, with $N$ the number of islands per surface site, is nearly straight. The author reasons: "Dimers are stable, so diffusion is the only activated process. The slope is therefore the diffusion barrier."

The premise can be granted. The question is whether the conclusion follows from it. An Arrhenius slope equals a barrier when the plotted quantity is proportional to the corresponding rate or its inverse. The island density has to be derived before its slope can be read.

**Assumptions and conventions**

Atoms arrive at flux $F$ per site, so the coverage is $\theta=Ft$. Each adatom hops at total rate

$$\Gamma=\nu e^{-E_d/kT},$$

with $\nu$ independent of temperature. Dimers neither dissociate nor move, atoms do not desorb, and attachment has no extra barrier. The surface is a triangular lattice of spacing $b$ with isotropic diffusion. In two dimensions the diffusion coefficient is $\Gamma b^2/4$. Dividing by the site area $\sqrt3\,b^2/2$ gives, in site areas per second,

$$D=\frac{\Gamma}{2\sqrt3}.$$

Let $n_1$ be the adatom density per site. The capture number $\sigma$ is defined by saying that one adatom is captured by islands at rate $\sigma DN$. Two adatoms approach each other with relative diffusion coefficient $2D$, but each pair must be counted once. The mean-field nucleation rate is therefore $\tfrac12\sigma(2D)n_1^2=\sigma Dn_1^2$, taking the same capture number for adatoms and islands.

**Where the factor of three comes from**

Each nucleation event removes two adatoms, so

$$\frac{dn_1}{dt}=F-2\sigma Dn_1^2-\sigma Dn_1N,\qquad \frac{dN}{dt}=\sigma Dn_1^2 .$$

After an initial transient, arrival is balanced by loss. When $n_1\ll N$, most of that loss is capture by islands, and

$$n_1=\frac{F}{\sigma DN}.$$

This is the step missing from the author's argument. Faster adatoms meet more often, but they are also captured sooner and become scarcer. Substitution gives

$$\frac{dN}{dt}=\frac{F^2}{\sigma DN^2}.$$

Dividing by $F=d\theta/dt$ and multiplying by $N^2$,

$$N^2\frac{dN}{d\theta}=\frac{F}{\sigma D}\quad\Longrightarrow\quad N^3=\frac{3\theta F}{\sigma D},$$

where $\sigma$ was held constant and the small initial density neglected. At fixed $F$ and $\theta$, $3\ln N=-\ln D+\text{const}=E_d/kT+\text{const}$. Hence

$$\frac{d\ln N}{d(1/kT)}=\frac{E_d}{3}.$$

The slope is positive because cooling raises the island density. Numerical integration of the two rate equations with constant $\sigma$ and $E_d=0.150$ eV, between 190 and 210 K where $D/F$ is very large, gives 0.0498 eV, against 0.0500 eV from the formula.

**Is the capture number constant?**

If $\sigma$ varied as a power of $N$, the factor of three would change. Consider a periodic array with one point trap per $M$ sites, so $N=1/M$. Let $h(\mathbf r)$ be the mean number of hops to the trap, with $h(0)=0$. Away from the trap, $h$ exceeds its average over the neighbours by one. Summed over all sites, these differences vanish, so the difference at the trap must be $1-M$. Thus, with $P$ the neighbour average,

$$(1-P)h=1-M\delta_{\mathbf r,0}.$$

Let $\lambda_{\mathbf k}$ be the eigenvalue of $P$ for wavevector $\mathbf k$, and $h_{\mathbf k}=\sum_{\mathbf r}h(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}$. For $\mathbf k\ne0$, $h_{\mathbf k}=-M/(1-\lambda_{\mathbf k})$. The condition $h(0)=0$ means that all $h_{\mathbf k}$ sum to zero, which fixes $h_0$. The average over starting sites is then

$$\bar h=\frac{h_0}{M}=\sum_{\mathbf k\ne0}\frac1{1-\lambda_{\mathbf k}} .$$

At small $k$, $1-\lambda_{\mathbf k}\simeq k^2b^2/4$. The density of allowed wavevectors is $M(\sqrt3\,b^2/2)/(4\pi^2)$, so the small-$k$ part of the sum is

$$M\frac{\sqrt3\,b^2}{8\pi^2}\int 2\pi k\,\frac{4}{k^2b^2}\,dk
=M\frac{\sqrt3}{\pi}\ln\frac{k_{\max}}{k_{\min}} .$$

Since $k_{\min}\propto M^{-1/2}$, this yields $\bar h\simeq M(a\ln M+c)$ with $a=\sqrt3/(2\pi)=0.276$. The lattice sum gives $c=0.235$. Equating $\Gamma/\bar h$ to $\sigma DN$,

$$\sigma=\frac{2\sqrt3}{a\ln(1/N)+c}.$$

The dependence is logarithmic, not a power. To find its effect, insert this $\sigma$ into the cubic law and differentiate. With $g=a\ln(1/N)+c$, we have $3\ln N=\ln g-\ln D+\text{const}$ and $d\ln g=-(a/g)\,d\ln N$. Therefore $(3+a/g)\,d\ln N=-d\ln D$, and the local exponent is

$$\chi=-\frac{d\ln N}{d\ln D}=\frac{1}{3+1/[\ln(1/N)+c/a]} .$$

The slope is $\chi E_d$. As $N\to0$, $\chi$ tends slowly to $1/3$ from below.

**A case with a known barrier**

The author's reading can be tested on simulated growth, where the barrier is an input. The simulation follows individual hops and contains no rate equation or capture number. Its parameters are rough values in the regime of rhodium on Rh(111): $E_d=0.15$ eV, $\nu=10^{12}\ \mathrm{s^{-1}}$ and $b=0.27$ nm. The flux is 0.01 monolayer/s and the final coverage 0.10. Islands are first treated as point traps.

| $T$ (K) | $D/F$ | $N$ simulated | $N$ from cubic law |
|---:|---:|---:|---:|
| 85 | $3.69\times10^4$ | 0.0132 | 0.0149 |
| 95 | $3.18\times10^5$ | 0.0070 | 0.0076 |
| 110 | $3.87\times10^6$ | 0.0035 | 0.0034 |

The last column uses the logarithmic $\sigma$. At 110 K the simulated density is 0.056 islands per nm². An effective capture number taken from the simulation as $F/(Dn_1N)$, which includes adatoms lost by pairing, lies 8 to 17% below the periodic-trap values in these single runs; the figures vary by several percentage points from run to run.

The fitted slope is 0.043 eV, with a counting error of about 0.003 eV if the island counts are treated as Poisson distributed. This probably overstates the scatter, because islands suppress nucleation nearby and so even out their number. The author would report 0.043 eV for a barrier of 0.15 eV. With the correct prefactor retained, this would overestimate the hop rate at 100 K by

$$\exp\!\left(\frac{0.150-0.0426}{0.00862}\right)\simeq2.6\times10^5 .$$

Multiplying the slope by three gives 0.128 eV, still 15% below the input. The simulated exponent is $0.0426/0.150=0.284$, whereas the logarithmic formula gives 0.315. The difference is about 1.4 Poisson errors, but as these probably overstate the scatter, a systematic contribution should be sought.

**Small islands lower the slope**

The cubic law neglected adatoms lost by pairing. Keep that loss and define $A=F/(\sigma D)$. The quasi-steady balance becomes $A=n_1(N+2n_1)$, while $dN/d\theta=n_1^2/A$. Hence

$$A\frac{d\theta}{dN}=\frac{A^2}{n_1^2}=(N+2n_1)^2=N^2+4A-4n_1^2,$$

where the last equality uses $4n_1N=4A-8n_1^2$. The term $4n_1^2$ is small once $n_1\ll N$, but it equals $2A$ at $N=0$. Dropping it as a first estimate and integrating from zero gives

$$A\theta=\frac{N^3}{3}+4AN .$$

Let $N_0^3=3A\theta$ be the uncorrected result and $y=N/N_0$. Multiplying by $3/N_0^3$ and using $A=N_0^3/(3\theta)$,

$$y^3+\frac{4N_0}{\theta}\,y=1 .$$

The correction is governed by $\theta/N_0$, the mean number of atoms per island. At 85 K, $N_0/\theta=0.1485$ and $y\simeq0.805$. At 110 K, $N_0/\theta=0.0343$ and $y\simeq0.954$. Between these temperatures $\ln D$ changes by $\ln(1.341\times10^5/1.277\times10^3)=4.65$, so the exponent falls by about

$$\frac{\ln(0.954/0.805)}{4.65}\simeq0.04 .$$

This estimate overstates the effect, because the dropped term, integrated over $N$, amounts to about a fifth of $4AN$ at 85 K and a tenth at 110 K. Keeping it raises $y$ to about 0.84 and 0.96, and the exponent then falls by about 0.03, the sign and size of the observed difference. It also assumes equal capture numbers for adatoms and islands, so it does not show that pairing accounts for the whole difference. One third is thus the leading exponent for large, well-separated islands; a data set with only about eight atoms per island at its cold end need not reproduce it closely.

**Two changes of regime**

Suppose first that atoms diffuse along one direction and islands remain confined to their row. For traps spaced $L$ sites apart, $h(j)=j(L-j)$ satisfies the hop equation, since its neighbour average is lower by one. Its mean is $(L^2-1)/6\simeq1/(6N^2)$. The capture rate is therefore $6\Gamma N^2$. In one dimension $D=\Gamma/2$, so this rate equals $12DN^2$ and $\sigma=12N$. Using the same capture number for pairs, as a mean-field estimate,

$$\frac{dN}{d\theta}=\frac{F}{12DN^3}\quad\Longrightarrow\quad N^4=\frac{\theta F}{3D}.$$

The slope is now $E_d/4$. An atom searching along a line revisits old sites, and its lifetime grows as $1/N^2$ instead of roughly $1/N$. A simulation at coverage 0.20, with $\Gamma/F$ raised from $10^5$ to $3\times10^6$, gives an exponent of 0.224. The two runs nucleated 300 and 140 islands, so the Poisson error of the exponent is about $\sqrt{1/300+1/140}/\ln30\simeq0.03$. The result lies close to 0.250 and well below one third.

Next return to two dimensions and let dimers dissociate rapidly, while trimers remain stable. With bond energy $E_b$ and three dimer orientations per site, equilibrium gives $n_2=3e^{E_b/kT}n_1^2$. Stable islands form at rate $\sigma Dn_1n_2$. Inserting $n_1=F/(\sigma DN)$ and dividing by $F$,

$$N^3\frac{dN}{d\theta}=3e^{E_b/kT}\left(\frac{F}{\sigma D}\right)^2,$$

$$N^4=12\,\theta\,e^{E_b/kT}\left(\frac{F}{\sigma D}\right)^2 .$$

For constant $\sigma$ the slope is $(2E_d+E_b)/4$. With $E_b=0.05$ eV, a round value not assigned to rhodium, this is 0.0875 eV; integration of the rate equations with explicit dimer breakup between 190 and 210 K gives the same value to three figures. Trimer stability is imposed in those equations: trimers held by two such bonds would dissociate at these temperatures. At 85 to 110 K dimer breakup is not yet fast compared with growth, and the slope lies below the limiting value.

**What the model leaves out for Rh(111)**

Real islands occupy area. In a second simulation atoms freeze on contact and form extended islands. Capture and nucleation now occur at nearest-neighbour distance instead of on the same site. The number of islands nucleated falls to roughly half the point-island value, while the slope becomes 0.048 eV, with a Poisson error of about 0.005 eV. In this example the treatment of islands clearly alters the density. It may alter the slope too, which one run per temperature does not settle.

At 110 K the periodic-trap capture number gives an adatom density of $3.8\times10^{-5}$ per site and an adatom lifetime of 3.8 ms. Capture in the simulation is slower, so both values are somewhat low. For dimer growth to be ten times faster than breakup, the bond energy must exceed about 0.11 eV. For dimer motion to be similarly unimportant, its barrier must exceed $E_d$ by about 0.065 eV, assuming equal prefactors and capture numbers. This second condition needs separate evidence on a close-packed face, where dimers may be mobile. Desorption is negligible by the same margin above a binding energy of about 0.23 eV, a condition rhodium meets easily. Taking $\nu$ as the barrier frequency places the tunnelling crossover near 8 K, far below the growth temperatures. Steps, defects, long-range interactions and the difference between fcc and hcp sites are omitted.

**The revision required**

The author should add a flux series at fixed temperature and coverage. If $F$ and $\Gamma$ are the only rates, $N$ depends on $\Gamma/F$ and $\theta$ alone. Write $\chi=-\partial\ln N/\partial\ln(\Gamma/F)$ at fixed $\theta$. Changing the flux then gives $\partial\ln N/\partial\ln F=\chi$, while changing the temperature gives a slope $\chi E_d$. Their ratio is $E_d$, provided both series cover the same range of $\Gamma/F$. The logarithm and the small-island correction are then included in the measured $\chi$, as is the one-dimensional case.

The division fails when another activated rate enters. For rapidly dissociating dimers the flux exponent is $1/2$, and slope divided by exponent gives $E_d+E_b/2$. The author must therefore establish that dimers are stable and immobile, and that desorption and any extra attachment barrier are unimportant, before calling the quotient a diffusion barrier. The values behind this comment are collected in the numerical output below.

## Table of computed values

```
Barrier put in: 0.150 eV; attempt rate: 1.0e+12 1/s
Flux: 0.010 monolayer/s; coverage: 0.10
Spacing: 0.27 nm; site area: 0.0631 nm^2
2D lattice: 36100 sites
T = 85 K: hop rate 1.277e+03 1/s; D/F 3.687e+04
  N simulated 1.321e-02, theory 1.485e-02 per site
  N simulated 2.093e-01 per nm^2
  capture number: simulated 2.13, periodic traps 2.43
  N with extended islands 7.008e-03 per site
T = 95 K: hop rate 1.103e+04 1/s; D/F 3.183e+05
  N simulated 7.008e-03, theory 7.550e-03 per site
  N simulated 1.110e-01 per nm^2
  capture number: simulated 1.99, periodic traps 2.16
  N with extended islands 3.684e-03 per site
T = 110 K: hop rate 1.341e+05 1/s; D/F 3.872e+06
  N simulated 3.518e-03, theory 3.427e-03 per site
  N simulated 5.572e-02 per nm^2
  capture number: simulated 1.61, periodic traps 1.93
  N with extended islands 1.579e-03 per site
Simulated Arrhenius slope: 0.0426 eV
Poisson estimate of its error: 0.0033 eV
One third of the barrier: 0.0500 eV
Exponent: simulated 0.284, with log correction 0.315
Log-law coefficient a: 0.2757; offset c: 0.2352
Barrier from 3 x slope: 0.1278 eV
Barrier from slope / log-corrected exponent: 0.1352 eV
Hop-rate error factor at 100 K if slope is taken as barrier: 2.58e+05
Slope with extended islands: 0.0481 eV
Rate equations, stable dimers, 190-210 K: slope 0.04982 eV
Rate equations, weak dimer bond 0.05 eV: slope 0.08746 eV
  law for critical size 2: 0.08750 eV
1D runs: 10000 sites, coverage 0.20
  Gamma/F 1.0e+05: N simulated 0.0300, theory 0.0340 per site
  Gamma/F 3.0e+06: N simulated 0.0140, theory 0.0145 per site
1D exponent simulated: 0.224; law: 0.250
At 110 K: adatom density 3.80e-05 per site
  adatom lifetime 3.80e-03 s
Needed for each neglected rate to be ten times below its competitor:
  dimer bond energy above 0.108 eV
  dimer diffusion barrier above Ed by 0.065 eV
  desorption energy above 0.231 eV
Tunnelling crossover estimate: 7.6 K
```
